# Gas density and molecular flux in a heated blind hole

Consider molecules falling straight down onto a floor at speed $v_0$, with $J$ of them arriving per unit area and time. The floor keeps none and makes none, so $J$ also leave, straight up, at some speed $v_1$. A stream that carries flux $J$ at speed $v$ has density $J/v$, so the density above the floor is

$$n=\frac{J}{v_0}+\frac{J}{v_1}.$$

If the floor returns molecules at the speed they came with, $n=2J/v_0$. If it is heated until they leave twice as fast, $n=\tfrac32 J/v_0$, which is three quarters of the former value. The arrival rate has not changed. Each departing molecule merely spends less time in any given layer of space. Flux counts passages, while density counts passages weighted by their duration.

Thermal speeds grow as $\sqrt T$, so the density of the departing stream falls as $T^{-1/2}$. The arriving stream keeps its density, however, so heating the floor alone cannot make the whole density follow that law. The law holds for the whole gas where the molecules from every direction come from surfaces at the same temperature.

One question remains. In a real hole the departing molecules strike the side walls, and many return to the floor. Why does heating not alter $J$ itself?

## The model

A cylindrical hole of radius $R$ and depth $L$ is closed at the bottom and open at the top to a gas at rest, with density $n_0$ and temperature $T_0$. Four assumptions define the model.

1. Molecules cross the hole without striking each other.
2. The state is steady.
3. The surfaces are inert: over time, each element releases as many molecules as it receives.
4. Re-emission is diffuse, with a direction independent of the speed, and the emitted molecules have the thermal speeds of the surface they leave.

The flux $J_0$ entering through the mouth is held fixed when the surfaces are heated.

"Diffuse" means the cosine law. Let $I$ be the number of molecules per unit time, per unit solid angle and per unit area perpendicular to their direction. A diffuse surface emitting flux $J$ has the same $I$ in all outward directions. An element seen at angle $\theta$ from its normal presents the area factor $\cos\theta$, so

$$J=\int_0^{2\pi}\!d\phi\int_0^{\pi/2}I\cos\theta\,\sin\theta\,d\theta=2\pi I\cdot\tfrac12=\pi I,\qquad I=\frac{J}{\pi}.$$

A gas at rest in equilibrium sends molecules through the mouth with this same angular law, so there $I=J_0/\pi$.

## Why the flux is uniform

Let $J(x)$ be the flux striking the surface at $x$. By inertness it is also the flux emitted there. An element $dA_y$ at distance $r$ shows the area $\cos\theta_y\,dA_y$ towards $x$, and a unit area at $x$ fills the solid angle $\cos\theta_x/r^2$ as seen from $y$. The contribution of $dA_y$ to $J(x)$ is therefore

$$\frac{J(y)}{\pi}\,\frac{\cos\theta_x\cos\theta_y}{r^2}\,dA_y\equiv K(x,y)\,J(y)\,dA_y .$$

Summing over the walls and floor, and adding the molecules that come directly from the mouth, gives

$$J(x)=\int K(x,y)J(y)\,dA_y+J_0K_{\rm open}(x),$$

where $K_{\rm open}(x)$ is the integral of $K(x,y)$ over the mouth.

No temperature appears in this equation. Molecules fly in straight lines, so a fast one and a slow one that start in the same direction land at the same place. They land at different times, but in a steady state a delay does not change a rate. For the same reason, a molecule may rest on a surface before leaving it without changing the steady flux.

To solve the equation, note that $\cos\theta_y\,dA_y/r^2=d\Omega$, the solid angle that $dA_y$ fills as seen from $x$. Everything visible from $x$, mouth included, fills one hemisphere, so

$$\int K(x,y)\,dA_y+K_{\rm open}(x)=\frac1\pi\int_{\rm hemisphere}\cos\theta_x\,d\Omega=1 .$$

Insert the constant $J=J_0$. The right side becomes $J_0\left[\int K\,dA_y+K_{\rm open}\right]=J_0$, so the constant is a solution.

It is also the only one. Let $D(x)$ be the difference of two continuous solutions. The mouth term cancels, leaving $D(x)=\int K(x,y)D(y)\,dA_y$. At the point $x_*$ where $|D|$ has its largest value $M$,

$$M\le M\int K(x_*,y)\,dA_y=M\,[1-K_{\rm open}(x_*)].$$

Every point of the floor and wall of a straight hole sees the mouth, so $K_{\rm open}(x_*)>0$ and $M$ must vanish. Hence $J=J_0$ on every surface, for any distribution of surface temperatures.

This may seem odd for the floor of a deep hole, which few entering molecules reach. The explanation is that those which do reach it find it equally hard to leave. Let $P$ be the chance that an entering molecule reaches the floor before escaping. The kernel $K(x,y)$ is symmetric in its two points, so every chain of flights has the same weight when run backwards. Mouth and floor have equal areas, so $P$ is also the chance that a molecule emitted evenly from the floor escapes before returning. If $F$ is the floor flux divided by $J_0$, then

$$F=P+(1-P)F,$$

where the first term counts first arrivals and the second counts returns. Subtracting $(1-P)F$ from both sides gives $PF=P$, so $F=1$. Rare arrival is balanced by many returns.

## From flux to density

Since every surface and the mouth emit with $I=J_0/\pi$, and $I$ does not change along a free straight path, a point inside the hole receives this same $I$ from every direction. Molecules of speed $v$ that carry $I$ within $d\Omega$ contribute density $I\,d\Omega/v$. With a spread of speeds, $1/v$ is replaced by its mean over the emitted molecules.

In a gas at temperature $T$ the speeds are distributed as $v^2e^{-av^2}$ with $a=m/2kT$. Faster molecules cross a surface more often, so the emitted ones are distributed as $v^3e^{-av^2}$. Hence

$$\left\langle\frac1v\right\rangle_{\rm emitted}=\frac{\int_0^\infty v^2e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}=\frac1{\bar v},$$

because the inverse of this ratio is the definition of the mean speed $\bar v$ in the gas. The integrals are $\sqrt\pi/(4a^{3/2})$ and $1/(2a^2)$, so

$$\bar v=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .$$

Let $T_s(\Omega)$ be the temperature of whatever is seen in direction $\Omega$: floor, wall or, through the mouth, the outside gas. Then

$$n(x)=\frac{J_0}{\pi}\int\frac{d\Omega}{\bar v(T_s)} .$$

If everything is at $T_0$, the integral is $4\pi/\bar v_0$, where $\bar v_0=\bar v(T_0)$. This gives $n_0=4J_0/\bar v_0$, or $J_0=n_0\bar v_0/4$. Dividing by this case,

$$\boxed{\;\frac{n(x)}{n_0}=\frac1{4\pi}\int\sqrt{\frac{T_0}{T_s(\Omega)}}\;d\Omega\;}$$

The density is an average of inverse square roots over the view from $x$.

## Only the floor is hot

Let the floor be at $T_f$ and the walls at $T_0$, and write $q=\sqrt{T_0/T_f}$. If the floor fills a fraction $f$ of all directions,

$$\frac{n}{n_0}=(1-f)\cdot1+f\,q=1-f(1-q).$$

On the axis at height $z$, the floor fills a cone whose half-angle $\alpha$ obeys $\cos\alpha=z/\sqrt{z^2+R^2}$. Its solid angle is $2\pi(1-\cos\alpha)$, so

$$f=\frac12\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

For $z\gg R$, $z/\sqrt{z^2+R^2}\approx1-R^2/2z^2$ and $f\approx R^2/4z^2$. Most of the thinning therefore lies within one hole width of the floor, with a weak tail above.

At the floor $f=\tfrac12$ and $n/n_0=(1+q)/2$. However hot the floor, this does not fall below one half, since the arriving molecules are still cold. The local power of $T_f$ follows from $dq/d\ln T_f=-q/2$:

$$\frac{d\ln n}{d\ln T_f}=\frac1{1+q}\,\frac{dq}{d\ln T_f}=-\frac{q}{2(1+q)} .$$

It is $-\tfrac14$ for weak heating, half of the $-\tfrac12$ that an inverse square root would give, and it tends to zero for strong heating.

The inverse square root nearly returns if the temperature used is that of the local gas. At the floor, the arriving molecules have density $n_0/2$ and mean energy $\tfrac32kT_0$; the departing ones have density $qn_0/2$ and mean energy $\tfrac32kT_f$. The two fluxes are equal, so there is no drift to subtract. With $T_f=T_0/q^2$, the kinetic temperature is

$$T_{\rm kin}=\frac{T_0+qT_f}{1+q}=T_0\,\frac{1+1/q}{1+q}=\frac{T_0}{q}=\sqrt{T_0T_f}.$$

An inverse-square-root law in $T_{\rm kin}$ would predict $n/n_0=\sqrt q$. The true value exceeds this by

$$\frac{1+q}2-\sqrt q=\frac{(1-\sqrt q)^2}{2},$$

which is small for moderate heating. For $T_f\to\infty$ the agreement is lost: $\sqrt q$ tends to zero and the density ratio to one half.

## The whole hole is hot

Now let walls and floor share the temperature $T_1$, with $q=\sqrt{T_0/T_1}$. Only the mouth, filling a fraction $f_{\rm open}$ of the directions, still supplies cold molecules:

$$\frac{n}{n_0}=f_{\rm open}+(1-f_{\rm open})q=q+(1-q)f_{\rm open}.$$

Deep in a narrow hole $f_{\rm open}\to0$ and $n\to n_0\sqrt{T_0/T_1}$. This is the situation in which the full inverse-square-root law holds beside a uniform incident flux.

## Numbers for a nitrogen-filled hole

Take nitrogen at 10 mTorr and $T_0=300$ K outside a hole 100 nm wide and 500 nm deep, with hot surfaces at 500 K. The outside density is $n_0=3.22\times10^{14}\ \mathrm{cm^{-3}}$ and the mean speed is 476 m/s, or $4.76\times10^4$ cm/s. Thus

$$J_0=\tfrac14(3.22\times10^{14})(4.76\times10^4)=3.83\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}},$$

and $q=\sqrt{300/500}=0.775$.

With only the floor hot, the density at the floor is $(1+0.775)/2=0.887$ of $n_0$, a fall of 11%. At a height of 50 nm on the axis, $f=0.146$ and the ratio is $1-0.146\times0.225=0.967$; at 100 nm it is 0.988. The kinetic temperature at the floor is $\sqrt{300\times500}=387$ K, whose inverse square root gives 0.880, within 1% of the density ratio.

With the whole hole hot, the mouth fills a fraction 0.0025 of the directions at the centre of the floor, and the ratio is $0.7746+0.2254\times0.0025=0.775$. The density there is $2.50\times10^{14}\ \mathrm{cm^{-3}}$, while the flux is still $3.83\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$.

These statements were tested by following 400,000 molecules through random flights with sampled directions and speeds, counting impacts and adding up the time spent in each layer. The flux on five wall rings and on the floor came out between 0.996 and 0.997 of $J_0$. In the lowest 10 nm, averaged over the cross-section, the density ratio was 0.907 with only the floor hot (formula 0.910) and 0.772 with the whole hole hot (formula 0.775). The results share a shortfall of about 0.3 to 0.4%. They come from the same trajectories, so their statistical errors are linked. For the two rings nearest the mouth the printed errors of 0.001, estimated from only 20 batches, are too small. The scatter between single molecules implies about 0.003 and 0.0015, so the shortfall there is under two standard errors, as on the other surfaces.

The hole holds very few molecules. Its volume times $n_0$ is 1.26, and with all surfaces hot the mean number is 0.99. Density here therefore means an average over time. The difference of 0.27 molecule is what the space inside the hole loses, on average, when the surfaces are heated. Molecules resting on the surfaces are not included. With the rough adsorption inputs listed in the output they number about 0.2 in the cold hole, and most of these leave as well. During that change more molecules leave than enter, and the steady flux balance does not apply.

The length of a visit gives the order of magnitude of the time this takes. In the cold hole, with mouth area $A$, the mean number $n_0AL$ equals the entry rate $J_0A=n_0\bar v_0A/4$ times the mean flight time of a visit. That time is therefore $4L/\bar v_0=2000\ \mathrm{nm}/(476\ \mathrm{m/s})=4.2$ ns. It averages many short visits that turn back near the mouth with a few long ones. The molecules found inside at a given moment belong mostly to the long visits, and on average they still have about 8 ns of flight ahead of them.

## Why pressure does not restore the balance

In an ordinary gas, a hot region thins until its pressure matches that of its surroundings. Without collisions nothing enforces this. A half-stream of density $n_s$ and temperature $T$ carries normal momentum flux $n_skT$. At the hot floor with cold walls, the arriving and departing streams together give, with $p_0=n_0kT_0$,

$$p=\frac{n_0}2kT_0+\frac{qn_0}2\,\frac{kT_0}{q^2}=\frac{p_0}2\left(1+\frac1q\right),$$

which is $1.145\,p_0$ in the example. Deep in the fully heated hole both streams are hot and $p\to p_0/q=1.29\,p_0$. The simulated values are 1.142 and 1.285.

Compare a hole so wide or a gas so dense that collisions dominate, with no flow and the gas in the hole at 500 K. Equal pressure then requires $n\propto1/T$, so $n/n_0=0.600$. The incident flux $n\bar v/4$ varies as $T^{-1}T^{1/2}=T^{-1/2}$ and falls to 0.775 of its outside value. Collisions thus move the inverse square root from the density to the flux.

## What breaks the uniform flux

Loss at the floor is one cause. If each impact there removes a molecule with probability $s$, only a fraction $1-s$ can return. Treating the floor emission as evenly spread, the earlier balance becomes

$$F=P+(1-s)(1-P)F\quad\Rightarrow\quad F=\frac{P}{P+s(1-P)},$$

since $1-(1-s)(1-P)=P+s(1-P)$. The simulation gives $P=0.191$ (the output labels this chance K; it is not the kernel $K(x,y)$). For $s=0.1$ the formula yields $F=0.191/(0.191+0.081)=0.70$, and the simulated flux is also 0.70. A 10% loss per impact costs 30% of the floor flux, because the many returns are cut short. Heating can then change the flux by changing $s$.

A forward-peaked entry is another cause. If the entering flux per solid angle varies as $\cos^{20}\theta$ instead of $\cos\theta$, more molecules reach the floor, while those re-emitted there escape no more easily. The simulated floor flux is then $2.1J_0$.

## The model beside a real process

The chosen pressure and hole size are rough values for low-pressure plasma processing of silica layers. Neglecting gas collisions is safe here. With a rough molecular diameter of 0.37 nm the mean free path outside is 5.1 mm, giving about $4\times10^{-4}$ collisions per visit. The hot floor between cold walls is a thought experiment. With a rough silica conductivity of 1.4 W/(m K), holding 200 K across 500 nm needs about $6\times10^4\ \mathrm{W/cm^2}$, whereas a rough plasma heat load of $1\ \mathrm{W/cm^2}$ sustains about 0.004 K. The fully heated hole is the one that resembles a hot wafer. There, if only 80% of impacts bring a molecule to the surface temperature, the simulated density near the floor changes by less than 0.1%. It is doubtful, however, that the outside gas stays at 300 K, since a hot wafer also warms the gas above it. If that gas reached 500 K at unchanged pressure, $J_0$ would fall to 0.775 of its former value and the density in the hole to $0.600\,n_0$, with $n_0$ still the density at 300 K. The flux would remain uniform inside the hole, at the lower level set at its mouth. A species that reacts only at the floor calls for the loss formula instead of the inert limit; one that is also lost on the walls needs the flux equation with a loss factor there too.

The numerical output below lists the remaining layers and inputs.

## Computed results

```
Outside gas N2: 10 mTorr; T0 = 300 K; T1 = 500 K
Hole diameter = 100 nm; depth = 500 nm
Outside density n0 = 3.219e+14 cm^-3
Mean speed at T0 = 476.3 m/s; at T1 = 614.9 m/s
Incident flux J0 = 3.833e+18 cm^-2 s^-1
q = sqrt(T0/T1) = 0.7746
Wall flux/J0, five equal rings from floor to mouth (simulation):
  0.996+-0.004, 0.997+-0.003, 0.997+-0.003, 0.996+-0.001, 0.997+-0.001
Floor flux/J0 (simulation) = 0.997 +- 0.004
Slab above floor [nm]: n/n0 floor-only formula, simulation; all-hot formula, simulation
  0-10: 0.9102, 0.9067; 0.7752, 0.7722
  10-50: 0.9556, 0.9515; 0.7752, 0.7720
  50-100: 0.9832, 0.9804; 0.7754, 0.7731
  100-250: 0.9952, 0.9921; 0.7760, 0.7736
  250-500: 0.9989, 0.9958; 0.7915, 0.7891
Axis, floor-only, z = 0 nm: floor share = 0.5000, n/n0 = 0.8873
Axis, floor-only, z = 50 nm: floor share = 0.1464, n/n0 = 0.9670
Axis, floor-only, z = 100 nm: floor share = 0.0528, n/n0 = 0.9881
Floor centre, all hot: mouth share = 0.00248, n/n0 = 0.7752
Density at floor, floor-only = 2.856e+14 cm^-3
Density at floor centre, all hot = 2.495e+14 cm^-3
Floor-only local slope d ln n/d ln Tf at T1 = -0.2182
Floor-only kinetic temperature at floor = 387.3 K
sqrt(T0/kinetic temperature) = 0.8801
Floor pressure/p0, floor-only: formula 1.1455, simulation 1.1423
Floor pressure/p0, all hot: deep limit 1.2910, simulation 1.2853
Collisional equal-pressure gas at T1: n/n0 = 0.6000, flux/J0 = 0.7746
Chance K to reach floor from mouth = 0.1907
Floor loss probability = 0.10: flux/J0 formula 0.7020, simulation 0.6999
Forward-peaked entry (cosine power 20): floor flux/J0 = 2.14
Accommodation 0.8, all hot, 0-10 nm: n/n0 = 0.7721 (full: 0.7722)
Mean path per visit: 4*depth = 2000 nm, simulation 1994 nm
Mean cold-gas flight time per visit = 4.20 ns
Mean molecules in hole: cold 1.264, all hot 0.990
Rough collision diameter = 0.37 nm; outside mean free path = 5.11 mm
Gas collisions per visit, cold estimate = 3.92e-04
Rough adsorption inputs: 0.15 eV, 1e+13 s^-1, 1e+15 sites/cm^2
Estimated cold-wall adsorbed coverage = 1.3e-07
Rough silica conductivity = 1.4 W/(m K)
Heat flux to keep only floor hot, slab estimate = 5.60e+04 W/cm^2
Rough plasma heat 1 W/cm^2: temperature difference over depth = 3.57e-03 K
```
